\section*{Dyall's Hamiltonian, its CASCI eigenfunctions and the MP2 limit of NEVPT2, part 1}

(Sections cited here and not found follow in the second part.)

\section{Dyall's Hamiltonian and its CASCI eigenfunctions}

\subsection{Three electrons in two orbitals}

Take two real orthonormal orbitals and three electrons with total spin projection $+\tfrac12$. There are two determinants, $|1^2 2\rangle$ and $|1\,2^2\rangle$. Let orbital 1 be a core orbital, which the reference wave function keeps doubly occupied, and let orbital 2 be active. The reference is then the single determinant $|1^2 2\rangle$, with energy
\begin{equation}
E=E_{\rm nuc}+2h_{11}+(11|11)+h_{22}+2(11|22)-(12|21).
\label{toyE}
\end{equation}
Here $h_{pq}$ are one-electron integrals, $(pq|mn)$ are two-electron integrals in charge-density order, and $E_{\rm nuc}$ is the constant repulsion of the nuclei. The active electron repels both core electrons and has an exchange interaction with the one of equal spin.

The determinant is an eigenfunction of the Hamiltonian $H$ only if the orbitals are chosen so that the matrix element $W$ below vanishes; we take orbitals for which it does not. Moving the spin-down electron from orbital 1 to orbital 2 gives the other determinant, with the matrix element, up to a sign set by the ordering of the orbitals,
\begin{equation}
W=h_{21}+(21|11)+(21|22).
\end{equation}
The last two terms are the repulsion from the two spin-up electrons.

We want a zeroth-order operator that has $|1^2 2\rangle$ as eigenfunction with eigenvalue $E$ and still treats the electrons in the active orbital as interacting. With $n_p$ the number of electrons in orbital $p$, try
\begin{equation}
H^{\rm D}=C+\varepsilon_1 n_1+h^{\rm eff}_{22}n_2+\tfrac12(22|22)\,n_2(n_2-1),
\label{toyD}
\end{equation}
where $h^{\rm eff}_{22}=h_{22}+2(22|11)-(21|12)$ contains the field of the full core. For $n_1=2$, $n_2=1$ the eigenvalue is $C+2\varepsilon_1+h^{\rm eff}_{22}$. It equals \eqref{toyE} if
\begin{equation}
C=E_{\rm nuc}+2h_{11}+(11|11)-2\varepsilon_1 .
\end{equation}
The number $\varepsilon_1$ is still free, because $C$ compensates for it. For $n_1=1$, $n_2=2$ the eigenvalue is $C+\varepsilon_1+2h^{\rm eff}_{22}+(22|22)$. It lies above $E$ by
\begin{equation}
\Delta=h^{\rm eff}_{22}+(22|22)-\varepsilon_1 ,
\end{equation}
so the second-order energy is $-W^2/\Delta$. The gap has a direct reading: an electron is taken from the core at the cost $-\varepsilon_1$ and put into an active orbital that already holds one electron, whose repulsion $(22|22)$ it feels. The rest of this section extends the construction to any number of orbitals and to correlated active electrons.

\subsection{The Hamiltonian and the active space}

Let $a^\dagger_{p\sigma}$ create an electron in the real orthonormal orbital $p$ with spin $\sigma$. The spin-free electronic Hamiltonian is
\begin{equation}
H=E_{\rm nuc}+\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}
+\tfrac12\sum_{pqmn}\sum_{\sigma\tau}(pq|mn)\,
a^\dagger_{p\sigma}a^\dagger_{m\tau}a_{n\tau}a_{q\sigma}.
\label{H}
\end{equation}
Define $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$; in particular $E_{pp}$ counts the electrons in orbital $p$. In the two-electron term, exchange the two annihilators, which costs a sign, and then move $a_{q\sigma}$ to the left of $a^\dagger_{m\tau}$:
\begin{align}
a^\dagger_{p\sigma}a^\dagger_{m\tau}a_{n\tau}a_{q\sigma}
&=-a^\dagger_{p\sigma}a^\dagger_{m\tau}a_{q\sigma}a_{n\tau}\nonumber\\
&=a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{m\tau}a_{n\tau}
-\delta_{qm}\delta_{\sigma\tau}a^\dagger_{p\sigma}a_{n\tau}.
\end{align}
Summed over both spins this becomes
\begin{equation}
e_{pq,mn}\equiv\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{m\tau}a_{n\tau}a_{q\sigma}
=E_{pq}E_{mn}-\delta_{qm}E_{pn}.
\label{e}
\end{equation}

Divide the orbitals into core orbitals $i,j,k,l$, active orbitals $a,b,c,d$ and virtual orbitals $r,s$. The letters $p,q,m,n$ stand for any orbital. The complete active space (CAS) contains every state of the given electron number in which each core orbital holds two electrons and each virtual orbital none. Let $P$ project onto it and let $Q=1-P$. A CASCI state $\Psi$ is normalized, lies in the CAS and satisfies
\begin{equation}
PHP\,\Psi=E\Psi,\qquad P\Psi=\Psi .
\label{casci}
\end{equation}
This is weaker than $H\Psi=E\Psi$. Splitting $H\Psi$ with $P+Q=1$ gives
\begin{equation}
H\Psi=E\Psi+QH\Psi ,
\label{resid}
\end{equation}
and the last term is what perturbation theory has to treat.

\subsection{The Hamiltonian inside the CAS}

We now find $PHP$ by sorting the terms of \eqref{H} according to their indices. An annihilator of a virtual orbital gives zero on a CAS state, and a creator of a virtual orbital leads out of the CAS. Terms with a virtual index therefore drop out. For the same reason each surviving term must put back every core electron that it removes.

Among the one-electron terms, $E_{ia}$ and $E_{ai}$ change the number of core electrons and vanish between the projectors. On a filled core $E_{ij}$ gives $2\delta_{ij}$: for $i\neq j$ it tries to put an electron into a full orbital, and for $i=j$ it counts two. What remains is
\begin{equation}
2\sum_i h_{ii}+\sum_{ab}h_{ab}E_{ab}.
\label{one}
\end{equation}

The two-electron terms have zero, two or four core indices, since an odd number cannot conserve the core electrons.

With four core indices, \eqref{e} and the rule for $E_{ij}$ give $e_{ij,kl}\to4\delta_{ij}\delta_{kl}-2\delta_{jk}\delta_{il}$. The factor $\tfrac12$ in \eqref{H} then leads to
\begin{equation}
\tfrac12\Big[4\sum_{ik}(ii|kk)-2\sum_{ij}(ij|ji)\Big]
=\sum_{ij}\big[2(ii|jj)-(ij|ji)\big].
\label{four}
\end{equation}

With two core indices, one must belong to a creator and the other to an annihilator. In the direct terms both stand in the same charge density. Then $e_{ij,ab}=E_{ij}E_{ab}\to2\delta_{ij}E_{ab}$. The term $e_{ab,ij}$ gives the same, and the two together cancel the factor $\tfrac12$:
\begin{equation}
\sum_{ab}\sum_j2(ab|jj)E_{ab}.
\label{direct}
\end{equation}
In the exchange terms the core indices stand in different charge densities. Since $a^\dagger_{a\tau}$ anticommutes with $a_{j\tau}$,
\begin{equation}
e_{ib,aj}=\sum_{\sigma\tau}a^\dagger_{i\sigma}a^\dagger_{a\tau}a_{j\tau}a_{b\sigma}
=-\sum_{\sigma\tau}a^\dagger_{i\sigma}a_{j\tau}\,a^\dagger_{a\tau}a_{b\sigma}
\to-\delta_{ij}E_{ab}.
\end{equation}
In the last step $a^\dagger_{i\sigma}a_{j\tau}$ returns a CAS state to the CAS if the electron goes back to the spin orbital it came from, which requires $i=j$ and $\sigma=\tau$. One spin sum is thereby lost, and exchange carries the weight 1 where repulsion carries 2. The terms $e_{aj,ib}$ give the same contribution, so the exchange part is
\begin{equation}
-\sum_{ab}\sum_j(aj|jb)E_{ab}.
\label{exchange}
\end{equation}

The terms with four active indices are unchanged. Collecting \eqref{one}, \eqref{four}, \eqref{direct} and \eqref{exchange} gives
\begin{equation}
PHP=P\,(E_{\rm core}+H_{\rm act})\,P ,
\label{PHP}
\end{equation}
with
\begin{align}
E_{\rm core}&=E_{\rm nuc}+2\sum_ih_{ii}+\sum_{ij}[2(ii|jj)-(ij|ji)],\label{Ecore}\\
H_{\rm act}&=\sum_{ab}h^{\rm eff}_{ab}E_{ab}
+\tfrac12\sum_{abcd}(ab|cd)(E_{ab}E_{cd}-\delta_{bc}E_{ad}),\label{Hact}\\
h^{\rm eff}_{ab}&=h_{ab}+\sum_j[2(ab|jj)-(aj|jb)].\label{heff}
\end{align}

\subsection{Construction and proof}

The operator $E_{\rm core}+H_{\rm act}$ has the right action in the CAS, but it assigns no energy to a hole in the core or to an electron in a virtual orbital. Dyall's Hamiltonian adds one-electron energies for both:
\begin{equation}
H^{\rm D}=C+\sum_i\varepsilon_iE_{ii}+\sum_r\varepsilon_rE_{rr}+H_{\rm act},
\qquad C=E_{\rm core}-2\sum_i\varepsilon_i .
\label{HD}
\end{equation}

The proof has two parts. First, $H^{\rm D}$ does not lead out of the CAS. The number operators $E_{ii}$ and $E_{rr}$ commute with one another, and they commute with $H_{\rm act}$, which contains active operators in pairs of creators and annihilators. Hence $H^{\rm D}$ conserves the occupation of each core and each virtual orbital. The CAS is the space with $E_{ii}=2$ for all $i$ and $E_{rr}=0$ for all $r$, so
\begin{equation}
H^{\rm D}P=PH^{\rm D}P .
\label{closed}
\end{equation}
Second, put these occupations into \eqref{HD}. The core term gives $2\sum_i\varepsilon_i$, the virtual term gives zero, and with \eqref{PHP}
\begin{equation}
PH^{\rm D}P=P\Big(C+2\sum_i\varepsilon_i+H_{\rm act}\Big)P
=P(E_{\rm core}+H_{\rm act})P=PHP .
\label{same}
\end{equation}
For a CASCI state, \eqref{closed}, \eqref{same} and \eqref{casci} now give
\begin{equation}
H^{\rm D}\Psi=PH^{\rm D}P\Psi=PHP\Psi=E\Psi .
\label{eigen}
\end{equation}

For given numbers $\varepsilon$ the constant does not depend on which CASCI root is chosen, so one operator has all roots as eigenfunctions, each with its own energy. The orbitals need not be optimized. The energies $\varepsilon$ are arbitrary as far as \eqref{eigen} is concerned. They affect the eigenvalues outside the CAS and thereby the second-order energy.

Two changes show what the proof depends on. Suppose first that the core field is left out and $h_{ab}$ is used in place of $h^{\rm eff}_{ab}$. With $G_{ab}=\sum_j[2(ab|jj)-(aj|jb)]$ the altered operator gives
\begin{equation}
\Big(H^{\rm D}-\sum_{ab}G_{ab}E_{ab}\Big)\Psi=E\Psi-\sum_{ab}G_{ab}E_{ab}\Psi .
\label{bare}
\end{equation}
This is a multiple of $\Psi$ if $\Psi$ happens to be an eigenfunction of the core field, for instance when $G_{ab}$ is a multiple of $\delta_{ab}$. Otherwise no constant can repair it.

Suppose next that the active space is truncated. Let $P'$ project onto a part of the CAS and let $P'HP'\Psi'=E'\Psi'$ with $P'\Psi'=\Psi'$. Since $H^{\rm D}$ acts on the CAS as $PHP$,
\begin{equation}
H^{\rm D}\Psi'=PH\Psi'=E'\Psi'+(P-P')H\Psi' .
\end{equation}
The last term couples $\Psi'$ to the omitted active configurations, and the eigenvalue equation fails unless this coupling vanishes. Completeness of the active space is therefore a real assumption.

\subsection{A six-site chain}

Let six electrons move on an open chain of six sites, with
\begin{align}
H={}&\sum_pe_pn_p-\sum_{p=1}^{5}t_p(E_{p,p+1}+E_{p+1,p})\nonumber\\
&+U\sum_pn_{p\uparrow}n_{p\downarrow}+\sum_{p<q}V_{pq}(n_p-1)(n_q-1).
\label{chain}
\end{align}
In this subsection $p,q$ label sites. All energies are in hartree ($E_{\rm h}$). The hopping $t_p$ alternates between 0.12 and 0.08, beginning with 0.12, and the repulsion is $V_{pq}=U/(1+|p-q|)$ with $U=0.40$. The site energies $e_p$ are $0.00$, $0.02$, $-0.01$, $0.03$, $-0.02$ and $0.01$; they remove the mirror symmetry. Multiplying out the last term brings \eqref{chain} into the form \eqref{H}: the constant is $E_{\rm nuc}=\sum_{p<q}V_{pq}=2.06\,E_{\rm h}$, the diagonal one-electron integrals are $h_{pp}=e_p-\sum_{q\neq p}V_{pq}$, the hopping gives $h_{p,p+1}=h_{p+1,p}=-t_p$, and the only nonzero two-electron integrals are $(pp|qq)=V_{pq}$, with $V_{pp}=U$. The model has 400 determinants with equal numbers of spin-up and spin-down electrons, few enough for every operator to be written as a matrix.

Self-consistent iteration of the closed-shell Hartree--Fock equations gives the orbitals. The lowest two form the core, the next two are active and the highest two are virtual. Two active electrons in two orbitals give four determinants in the CAS. Diagonalizing $H$ among them yields the roots $-0.4419$, $-0.3010$, $-0.2295$ and $-0.0508\,E_{\rm h}$. The lowest is a singlet and serves as reference.

From \eqref{Ecore} the core energy is $-0.3484\,E_{\rm h}$. With the orbital energies $\varepsilon_1=-0.0840$ and $\varepsilon_2=-0.0291\,E_{\rm h}$, whose choice is the subject of the next section, the constant is
\begin{equation}
C=-0.3484-2(-0.0840-0.0291)=-0.1222\,E_{\rm h}.
\end{equation}
The lowest eigenvalue of $H_{\rm act}$ for two electrons is $-0.0935\,E_{\rm h}$, and $-0.3484-0.0935=-0.4419\,E_{\rm h}$ is the CASCI energy. If the two core energies are replaced by the arbitrary values $0.2502$ and $0.7944\,E_{\rm h}$, the constant becomes $-0.3484-2(1.0446)=-2.4376\,E_{\rm h}$ and all four roots stay where they are.

For an operator $A$ the norm $\|(A-\langle A\rangle)\Psi\|$ measures how far $\Psi$ is from being an eigenfunction. For $H^{\rm D}$ it vanishes to rounding error. For $H$ it is $0.1646\,E_{\rm h}$, the norm of $QH\Psi$ in \eqref{resid}. For the operator without the core field in \eqref{bare} it is $0.0105\,E_{\rm h}$, so for the reference state of this chain the core field cannot be absorbed into a constant.

\section{Second-order energy and the closed-shell limit}

\subsection{Symbols and results carried over}

Core orbitals $i,j$ are doubly occupied in the reference, active orbitals $a,b$ are treated by full configuration interaction, and virtual orbitals $r,s$ are empty; $p,q,m,n$ are arbitrary. $P$ projects onto the CAS, $Q=1-P$, and $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$. Dyall's Hamiltonian \eqref{HD} consists of a constant $C$, inactive terms $\varepsilon_iE_{ii}$ and $\varepsilon_rE_{rr}$, and the interacting active part $H_{\rm act}$. It conserves every core and virtual occupation, and a CASCI state satisfies $H^{\rm D}\Psi=E\Psi$ by \eqref{eigen}, while $H\Psi=E\Psi+QH\Psi$ by \eqref{resid}.

Dyall's Hamiltonian has every CASCI state as an eigenfunction with its CASCI energy, whatever values the inactive orbital energies $\varepsilon_i$ and $\varepsilon_r$ take. It remains to fix these energies, to find the second-order energy due to $QH\Psi$, and to see what it becomes when there are no active orbitals.

All numerical values are calculated from the stated model.
